\section*{Spin scaling of exchange in tau-dependent functionals and its derivative factors}

\section{What goes wrong without spin scaling}

Take one electron with density $n=e^{-2r}/\pi$. Its exchange energy must cancel its Hartree self-repulsion and is $-5/16=-0.3125$ hartree. The TPSS exchange functional, written for spin-unpolarized densities and evaluated with the total $n$, $|\nabla n|^2$ and kinetic energy density of this electron, gives $-0.2534$ hartree by radial quadrature. It misses 19\% of the exact value. The same formula, used for each spin as derived below, gives $-0.3125$ hartree. That this agrees with the exact value to all digits shown is a property of TPSS, whose constants were chosen to give the exact exchange energy for this density. Spin scaling alone does not guarantee it for other functionals.

The unpolarized formula assumes that half of the electrons have each spin. Exchange acts between equal spins, so the formula is too weak for this electron. The cure is to apply it to a doubled copy of each spin density. In a functional that depends on the kinetic energy density, the doubling touches three ingredients, which do not all grow by the same power of two, and the derivatives acquire factors of their own.

\section{Conventions and statement}

Hartree atomic units are used. The state is a single determinant of orbitals $\phi_{i\sigma}$, each of pure spin $\sigma=\uparrow,\downarrow$ and occupied once. For each spin,
\begin{equation}
n_\sigma=\sum_i|\phi_{i\sigma}|^2,\quad
\gamma_\sigma=|\nabla n_\sigma|^2,\quad
\tau_\sigma=\tfrac12\sum_i|\nabla\phi_{i\sigma}|^2 .
\end{equation}
The factor $\tfrac12$ in $\tau_\sigma$ is a convention; without it the constants below change. The totals are $n=n_\uparrow+n_\downarrow$, $\gamma=|\nabla n|^2$ and $\tau=\tau_\uparrow+\tau_\downarrow$.

For unpolarized systems the functional is
\begin{equation}
E_x=\int e(n,\gamma,\tau)\,d^3r,\quad
e=A\,n^{4/3}F(p,z,\alpha),\quad
A=-\tfrac34\left(\tfrac3\pi\right)^{1/3},
\label{unp}
\end{equation}
with the dimensionless variables
\begin{equation}
p=\frac{\gamma}{4(3\pi^2)^{2/3}n^{8/3}},\quad
z=\frac{\gamma}{8n\tau},\quad
\alpha=\frac{\tau-\gamma/(8n)}{\frac3{10}(3\pi^2)^{2/3}n^{5/3}} .
\label{var}
\end{equation}
Here $\gamma/(8n)$ is the von Weizs\"acker kinetic energy density, and the denominator of $\alpha$ is that of the unpolarized uniform gas.

\paragraph{Theorem.} Let the spin-polarized functional be fixed by the exchange scaling relation
\begin{equation}
E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x[2n_\uparrow]+\tfrac12E_x[2n_\downarrow],
\label{scale}
\end{equation}
where $E_x[2n_\sigma]$ belongs to the unpolarized state in which every $\sigma$ orbital is occupied twice. Then:

(i) $E_x=\sum_\sigma\int e_\sigma\,d^3r$ with
\begin{equation}
e_\sigma=\tfrac12e(2n_\sigma,4\gamma_\sigma,2\tau_\sigma)
=2^{1/3}A\,n_\sigma^{4/3}F(p_\sigma,z_\sigma,\alpha_\sigma),
\label{es}
\end{equation}
\begin{equation}
p_\sigma=\frac{\gamma_\sigma}{4(6\pi^2)^{2/3}n_\sigma^{8/3}},\quad
z_\sigma=\frac{\gamma_\sigma}{8n_\sigma\tau_\sigma},\quad
\alpha_\sigma=\frac{\tau_\sigma-\gamma_\sigma/(8n_\sigma)}{t_\sigma},
\label{spinvar}
\end{equation}
where $t_\sigma=\frac3{10}(6\pi^2)^{2/3}n_\sigma^{5/3}$.

(ii) With $e_n,e_\gamma,e_\tau$ the partial derivatives of $e$ taken at $(2n_\sigma,4\gamma_\sigma,2\tau_\sigma)$,
\begin{equation}
\frac{\partial e_\sigma}{\partial n_\sigma}=e_n,\quad
\frac{\partial e_\sigma}{\partial\gamma_\sigma}=2e_\gamma,\quad
\frac{\partial e_\sigma}{\partial\tau_\sigma}=e_\tau .
\label{first}
\end{equation}

\section{Why exchange obeys the relation}

\paragraph{Lemma 1.} The exact exchange energy of a determinant satisfies (\ref{scale}).

\paragraph{Proof.} The electron repulsion in a determinant is a sum over pairs of spin orbitals of a direct integral, minus an exchange integral when the two spins agree. The direct part, with the self-terms $i=j$ included, is the Hartree energy. The self-terms cancel between the two parts, so they may be included in both. What remains after subtracting the Hartree energy is
\begin{equation}
E_x=X_\uparrow+X_\downarrow,\quad
X_\sigma=-\frac12\iint\frac{|\rho_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\end{equation}
with $\rho_\sigma(\mathbf r,\mathbf r')=\sum_i\phi_{i\sigma}(\mathbf r)\phi_{i\sigma}^*(\mathbf r')$. In the doubled state both spins have the same density matrix $\rho_\sigma$, so its exchange energy is $X_\sigma+X_\sigma=2X_\sigma$. Half of it is $X_\sigma$, and the sum over $\sigma$ gives (\ref{scale}).

\paragraph{Remark on density functionals.} To read (\ref{scale}) as a statement about functionals of the density, the doubled determinant must be the Kohn--Sham state of the density $2n_\sigma$. This holds if the $\sigma$ orbitals form the nondegenerate ground state of noninteracting electrons of one spin in a local potential $v_\sigma$. Putting both spins in $v_\sigma$ then fills the same orbitals twice, and the density fixes the potential up to a constant.

\paragraph{Remark on correlation.} The relation does not carry over to correlation, which also acts between opposite spins. One electron has no correlation energy, but its doubled copy is a two-electron singlet, which has some. Half of that is not zero.

For an approximate $e$, equation (\ref{scale}) is a construction: it extends a formula known for unpolarized densities to all spin polarizations, in the way the exact functional extends. It cannot repair errors that $e$ already makes for unpolarized densities.

\section{The powers of two}

\paragraph{Lemma 2.} Doubling the occupation of every $\sigma$ orbital gives the ingredients $n\to2n_\sigma$, $\gamma\to4\gamma_\sigma$ and $\tau\to2\tau_\sigma$.

\paragraph{Proof.} Density and kinetic energy density are sums over occupied spin orbitals, and each term now occurs twice. The gradient of the density doubles with the density, and $\gamma$ is its square.

\paragraph{Proof of (i).} Insert these ingredients into (\ref{var}). For $p$,
\begin{equation}
\frac{4\gamma_\sigma}{4(3\pi^2)^{2/3}(2n_\sigma)^{8/3}}
=2^{2-8/3}\frac{\gamma_\sigma}{4(3\pi^2)^{2/3}n_\sigma^{8/3}} .
\end{equation}
The power is $2^{-2/3}$, and $2^{2/3}(3\pi^2)^{2/3}=(6\pi^2)^{2/3}$, which gives $p_\sigma$. For $z$,
\begin{equation}
\frac{4\gamma_\sigma}{8(2n_\sigma)(2\tau_\sigma)}=\frac{\gamma_\sigma}{8n_\sigma\tau_\sigma}=z_\sigma ,
\end{equation}
so no power of two survives. In $\alpha$, the von Weizs\"acker term becomes $4\gamma_\sigma/(16n_\sigma)=2\gamma_\sigma/(8n_\sigma)$. It doubles, as $\tau$ does, and
\begin{equation}
\frac{2[\tau_\sigma-\gamma_\sigma/(8n_\sigma)]}{\frac3{10}(3\pi^2)^{2/3}(2n_\sigma)^{5/3}}
=2^{1-5/3}\,\frac{\tau_\sigma-\gamma_\sigma/(8n_\sigma)}{\frac3{10}(3\pi^2)^{2/3}n_\sigma^{5/3}}=\alpha_\sigma .
\end{equation}
The power is again $2^{-2/3}$ and is absorbed in the same way. The prefactor is $\frac12A(2n_\sigma)^{4/3}=2^{1/3}A\,n_\sigma^{4/3}$. This proves (\ref{es}) and (\ref{spinvar}).

\paragraph{Closed shell.} If $n_\sigma=n/2$, $\gamma_\sigma=\gamma/4$ and $\tau_\sigma=\tau/2$, the doubled arguments are $(n,\gamma,\tau)$. Each spin contributes $\frac12e(n,\gamma,\tau)$, and (\ref{unp}) is recovered.

\paragraph{Uniform gas of one spin.} Plane waves fill a sphere of radius $k$, so $n_\sigma=k^3/(6\pi^2)$ and
\begin{equation}
\tau_\sigma=\int_0^{k}\frac{q^2}{2}\,\frac{4\pi q^2dq}{(2\pi)^3}=\frac{k^5}{20\pi^2}
=\frac{3}{10}k^2n_\sigma=t_\sigma ,
\end{equation}
because $k=(6\pi^2n_\sigma)^{1/3}$. With $\gamma_\sigma=0$ this gives $\alpha_\sigma=1$, as in the unpolarized gas. Keeping $3\pi^2$ in place of $6\pi^2$ would give $2^{2/3}\approx1.587$, and the functional would no longer recognize the uniform gas.

\paragraph{One orbital.} For a single real orbital, $\gamma_\sigma=4\phi^2|\nabla\phi|^2$ and $8n_\sigma\tau_\sigma=4\phi^2|\nabla\phi|^2$. Hence $z_\sigma=1$ and $\alpha_\sigma=0$. For several real orbitals, $\nabla n_\sigma=2\sum_i\phi_i\nabla\phi_i$, and the Cauchy--Schwarz inequality gives
\begin{equation}
\gamma_\sigma\le4\Big(\sum_i\phi_i^2\Big)\Big(\sum_i|\nabla\phi_i|^2\Big)=8n_\sigma\tau_\sigma ,
\end{equation}
so that $0\le z_\sigma\le1$ and $\alpha_\sigma\ge0$.

\section{Derivative factors}

\paragraph{Proof of (ii).} In $e_\sigma=\frac12e(2n_\sigma,4\gamma_\sigma,2\tau_\sigma)$ the chain rule multiplies each derivative by the inner factor $a=(2,4,2)$ and by the outer $\frac12$. The products are $(1,2,1)$, which is (\ref{first}).

A second derivative carries two inner factors and one outer $\frac12$, hence $a_ia_j/2$:
\begin{align}
\partial_n^2e_\sigma&=2e_{nn}, & \partial_n\partial_\gamma e_\sigma&=4e_{n\gamma}, & \partial_n\partial_\tau e_\sigma&=2e_{n\tau},\\
\partial_\gamma^2e_\sigma&=8e_{\gamma\gamma}, & \partial_\gamma\partial_\tau e_\sigma&=4e_{\gamma\tau}, & \partial_\tau^2e_\sigma&=2e_{\tau\tau}.
\end{align}
Since $e_\sigma$ contains ingredients of one spin, mixed derivatives between spins vanish, as does the derivative with respect to $\nabla n_\uparrow\cdot\nabla n_\downarrow$.

\paragraph{Explicit forms.} If the code works with $F$ directly, the derivatives of (\ref{spinvar}) are needed. The ratio of the von Weizs\"acker term to $t_\sigma$ is
\begin{equation}
\frac{\gamma_\sigma/(8n_\sigma)}{t_\sigma}=\frac{10}{24}\,\frac{\gamma_\sigma}{(6\pi^2)^{2/3}n_\sigma^{8/3}}=\frac53p_\sigma .
\label{ratio}
\end{equation}
Differentiating at fixed $\gamma_\sigma,\tau_\sigma$ gives $\partial p_\sigma/\partial n_\sigma=-\frac83p_\sigma/n_\sigma$ and $\partial z_\sigma/\partial n_\sigma=-z_\sigma/n_\sigma$. In $\alpha_\sigma$ the numerator contributes $+\gamma_\sigma/(8n_\sigma^2t_\sigma)$ and the denominator $-\frac53\alpha_\sigma/n_\sigma$, so by (\ref{ratio}) $\partial\alpha_\sigma/\partial n_\sigma=\frac53(p_\sigma-\alpha_\sigma)/n_\sigma$. The derivatives in $\gamma_\sigma$ and $\tau_\sigma$ are read off directly. With $B=2^{1/3}A$ and subscripts on $F$ for its partial derivatives,
\begin{align}
\frac{\partial e_\sigma}{\partial n_\sigma}&=Bn_\sigma^{1/3}\Big[\tfrac43F-\tfrac83p_\sigma F_p-z_\sigma F_z+\tfrac53(p_\sigma-\alpha_\sigma)F_\alpha\Big],\label{dn}\\
\frac{\partial e_\sigma}{\partial\gamma_\sigma}&=Bn_\sigma^{4/3}\Big[\frac{F_p}{4(6\pi^2)^{2/3}n_\sigma^{8/3}}+\frac{F_z}{8n_\sigma\tau_\sigma}-\frac{F_\alpha}{8n_\sigma t_\sigma}\Big],\label{dg}\\
\frac{\partial e_\sigma}{\partial\tau_\sigma}&=Bn_\sigma^{4/3}\Big[-\frac{z_\sigma F_z}{\tau_\sigma}+\frac{F_\alpha}{t_\sigma}\Big].\label{dt}
\end{align}

\paragraph{Remark on redundancy.} Writing $\tau_\sigma=\gamma_\sigma/(8n_\sigma z_\sigma)$ and using (\ref{ratio}) gives $\alpha_\sigma=\frac53p_\sigma(1/z_\sigma-1)$. Only two of the three variables are independent, so $F_p$, $F_z$ and $F_\alpha$ depend on how $F$ is written, while the sums (\ref{dn})--(\ref{dt}) do not. Where $\gamma_\sigma\to0$ this expression for $\alpha_\sigma$ becomes $0/0$; the definition (\ref{spinvar}) stays regular and is the one to program.

\paragraph{Corollary: the orbital operator.} Change one real orbital, $\phi\to\phi+\varepsilon\eta$. To first order $\delta n_\sigma=2\varepsilon\phi\eta$, $\delta\gamma_\sigma=2\nabla n_\sigma\cdot\nabla\delta n_\sigma$ and $\delta\tau_\sigma=\varepsilon\nabla\phi\cdot\nabla\eta$, so
\begin{equation}
\frac{dE_x}{d\varepsilon}=\int\Big[2\phi\eta\,\frac{\partial e_\sigma}{\partial n_\sigma}
+4\frac{\partial e_\sigma}{\partial\gamma_\sigma}\nabla n_\sigma\cdot\nabla(\phi\eta)
+\frac{\partial e_\sigma}{\partial\tau_\sigma}\nabla\phi\cdot\nabla\eta\Big]d^3r .
\label{weak}
\end{equation}
Integrating by parts, with boundary terms that vanish for bound orbitals, gives $dE_x/d\varepsilon=2\int\eta\,\hat v_\sigma\phi\,d^3r$. By (\ref{first}),
\begin{equation}
\hat v_\sigma\phi=\big[e_n-\nabla\cdot\big(2e_\gamma\nabla(2n_\sigma)\big)\big]\phi-\tfrac12\nabla\cdot(e_\tau\nabla\phi).
\end{equation}
The factor 2 in $\partial e_\sigma/\partial\gamma_\sigma$ has turned $\nabla n_\sigma$ into $\nabla(2n_\sigma)$. The result is the exchange operator of the unpolarized functional at the density $2n_\sigma$. In a basis set, (\ref{weak}) is the convenient form, since it needs no second derivatives.

\section{The manganese atom}

The sextet of Mn, $3d^54s^2$, has 15 electrons of spin up and 10 of spin down. The orbitals come from a nonrelativistic unrestricted Hartree--Fock calculation in the def2-TZVP basis, with the number of occupied $s$, $p$ and $d$ orbitals of each spin held fixed. The total energy is $-1149.847$ hartree; without this constraint the iteration can settle on a higher solution, near $-1149.73$ hartree. All numbers below belong to this basis and are not basis-set limits: a step to def2-QZVP should be expected to lower the total energy by about $0.02$ hartree and to move the exchange energies in the third decimal. The orbitals stem from a nonlocal potential, so Lemma 1 is used here in its determinant form. The functional is TPSS exchange, $F=1+\kappa-\kappa/(1+x/\kappa)$, with
\begin{align}
x(1+\sqrt e\,p)^2&=\Big[\tfrac{10}{81}+\tfrac{cz^2}{(1+z^2)^2}\Big]p+\tfrac{146}{2025}q^2
-\tfrac{73}{405}q\sqrt{\tfrac12\big(\tfrac35z\big)^2+\tfrac12p^2}\nonumber\\
&\quad+\tfrac1\kappa\big(\tfrac{10}{81}\big)^2p^2+2\sqrt e\,\tfrac{10}{81}\big(\tfrac35z\big)^2+e\mu p^3,\\
q&=\frac{9(\alpha-1)}{20\sqrt{1+b\alpha(\alpha-1)}}+\frac{2p}3 ,
\end{align}
and $\kappa=0.804$, $b=0.40$, $c=1.59096$, $e=1.537$, $\mu=0.21951$. In these two lines $e$ is a number, not the energy density.

\paragraph{One point.} At 1 bohr from the nucleus the spin-up ingredients are $n_\uparrow=0.6134$, $\gamma_\uparrow=4.618$ and $\tau_\uparrow=2.138$. With $(6\pi^2)^{2/3}=15.19$,
\begin{align}
p_\uparrow&=\frac{4.618}{4(15.19)(0.2716)}=0.280,\\
z_\uparrow&=\frac{4.618}{8(0.6134)(2.138)}=0.440,\\
\alpha_\uparrow&=\frac{2.138-0.941}{2.018}=0.593 .
\end{align}
For spin down, $n_\downarrow=0.3120$, $\gamma_\downarrow=1.623$ and $\tau_\downarrow=0.9025$ give $p_\downarrow=0.597$, $z_\downarrow=0.721$ and $\alpha_\downarrow=0.386$. The total density has $p=0.376$, $z=0.521$ and $\alpha=0.578$. One such triple cannot stand for two spin channels that differ this much.

The spin-up enhancement factor is $F=1.0638$, with $F_p=0.0774$, $F_z=0.1323$ and $F_\alpha=-0.0112$. Equation (\ref{dn}) becomes
\begin{equation}
\frac{\partial e_\uparrow}{\partial n_\uparrow}=-0.7906\,(1.4183-0.0578-0.0582+0.0059)=-1.034 .
\end{equation}
Equations (\ref{dg}) and (\ref{dt}) give $-0.00894$ and $0.0159$. The unpolarized functional at the doubled arguments has $e_n=-1.034$, $e_\gamma=-0.00447$ and $e_\tau=0.0159$, which shows the factors 1, 2 and 1.

\paragraph{The whole atom.} The exact exchange energy of the determinant is $-50.996$ hartree. The doubled spin-up and spin-down determinants have $-55.970$ and $-46.022$ hartree, and half their sum is $-50.996$ hartree, as Lemma 1 requires. Spin-scaled TPSS, integrated on an atomic grid, gives $-28.044-23.033=-51.077$ hartree ($-1389.9$ eV). It lies $0.081$ hartree, or 0.16\% of the exact exchange energy, below the exact value for the same orbitals. That difference belongs to the TPSS approximation.

Three faulty versions shift the TPSS energy as follows.

First, inserting the total density into the unpolarized formula raises it by $0.263$ hartree. The result lies $0.181$ hartree above exact exchange, more than twice the deviation of the correct version and of opposite sign.

Second, using $\tau_\sigma$ where $2\tau_\sigma$ belongs lowers it by $2.22$ hartree, or 4.4\%. This fault replaces $z_\sigma$ by $2z_\sigma$. At 1 bohr the spin-down value becomes 1.44, beyond the bound $z\le1$, and $\alpha$ turns negative there. The functional is then evaluated where no set of orbitals can lead. The shift quoted is that of the formula as written; a library that restricts such arguments before evaluating the functional can give a different one.

Third, keeping $3\pi^2$ in $p_\sigma$ and $\alpha_\sigma$ lowers the energy by $0.578$ hartree, or 1.1\%. Both variables are then too large by $2^{2/3}$. The identity $\alpha_\sigma=\frac53p_\sigma(1/z_\sigma-1)$ is still obeyed, because both sides grow alike, so it cannot reveal this fault. The uniform gas of one spin reveals the wrong constant in $\alpha_\sigma$, which becomes $1.587$, although $F$ rises only from 1 to $1.0037$; since $p_\sigma=0$ there, it says nothing about the constant in $p_\sigma$.

\paragraph{The derivative.} A fault in the factor 2 of $\partial e_\sigma/\partial\gamma_\sigma$ leaves the energy of given orbitals untouched and spoils the operator. Let $\phi$ be the spin-up $4s$ orbital and $\eta$ the lowest empty $s$ orbital of the same spin in this basis. The sign of $\eta$ relative to $\phi$ is arbitrary; reversing it reverses the sign of every term below. The three terms of (\ref{weak}) are
\begin{equation}
\frac{dE_x}{d\varepsilon}=-0.2238-0.0283+0.0100=-0.2421\ \text{hartree}.
\end{equation}
Without the factor 2 the middle term is halved and the sum is $-0.2279$ hartree, 5.8\% too small in magnitude. The size of the three terms is tied to the shape of $\eta$, which becomes more diffuse in larger basis sets and then gives markedly smaller values. A self-consistent calculation with that operator would not make its own energy expression stationary.
